# Why One-Phonon Decay Between Strain-Split Acceptor Doublets Scales as Splitting Cubed

**Question.** Static strain splits the fourfold ground level of a shallow acceptor into two doublets. At low temperature a hole in the upper doublet drops to the lower one by emitting a single phonon. Why does the rate grow as the cube of the splitting $\Delta$, and how large is it in germanium?

**Answer.** The phonon must carry the energy $\Delta=\hbar\omega$, so a larger splitting selects a phonon of higher frequency. Two things then change. There are more modes to emit into, and each mode strains the crystal more strongly per quantum. The first gives two powers of $\Delta$ and the second gives one. The electronic part of the matrix element must add no further power, and this has to be shown.

## The acceptor under strain

The ground quartet behaves as an angular momentum $J=3/2$. With tensor strain $\varepsilon_{ij}$ and $\{J_iJ_j\}=(J_iJ_j+J_jJ_i)/2$, cubic symmetry allows, to first order in strain,

$$H=b\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}+\frac{2d}{\sqrt3}\sum_{i<j}\{J_iJ_j\}\,\varepsilon_{ij}.$$

A term proportional to the volume change shifts all four states equally and is dropped. Here $b$ and $d$ are effective deformation potentials of the bound hole, not of the free band edge. The spherical model ties them together by $d=\sqrt3\,b$; here they are independent.

To see the structure, order the states as $(3/2,-3/2\,|\,1/2,-1/2)$. The ladder elements needed are $\langle 3/2|J_+|1/2\rangle=\sqrt3$ and $\langle 3/2|J_+^2|-1/2\rangle=2\sqrt3$. Since $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ and $\{J_xJ_y\}=(J_+^2-J_-^2)/(4i)$, the Hamiltonian becomes

$$H=\begin{pmatrix}c&W\\W^\dagger&-c\end{pmatrix},\qquad W=\begin{pmatrix}p&r\\r^*&-p^*\end{pmatrix},$$

$$c=\tfrac b2(2\varepsilon_{zz}-\varepsilon_{xx}-\varepsilon_{yy}),\quad p=d(\varepsilon_{xz}-i\varepsilon_{yz}),\quad r=\tfrac{\sqrt3}{2}b(\varepsilon_{xx}-\varepsilon_{yy})-i\,d\,\varepsilon_{xy}.$$

Direct multiplication gives $WW^\dagger=W^\dagger W=(|p|^2+|r|^2)\,\mathbb 1$.

Take static strain along [001], with $\varepsilon_{zz}-\varepsilon_{xx}=e$, $\varepsilon_{xx}=\varepsilon_{yy}$ and no shear. Then $W=0$ and $c=be$. The doublets are $\pm3/2$ and $\pm1/2$, at energies $+be$ and $-be$, so

$$\Delta=2|be|.$$

More strain widens the gap but leaves the states unchanged. The signs of $b$ and $e$ decide which doublet lies on top; they do not affect the rate below.

## What one phonon does

A mode of wave vector $\mathbf q$, unit polarization $\mathbf e$ and frequency $\omega$, in a crystal of volume $V$ and density $\rho$, has a one-quantum displacement element whose square is $\hbar/(2\rho V\omega)$. This is the oscillator result for mass $\rho V$. As a check on the factor, the zero-point kinetic energy is $\tfrac12\rho V\omega^2\cdot\hbar/(2\rho V\omega)=\hbar\omega/4$, half the zero-point energy, as it should be.

The hole responds to strain, not to displacement, since a uniform shift of the crystal costs nothing. Differentiation brings down a factor $q$. Writing $\mathbf n=\mathbf q/q$ and $s_{ij}=(n_ie_j+n_je_i)/2$, the phonon strain has magnitude $q\sqrt{\hbar/(2\rho V\omega)}\,s_{ij}$. With linear dispersion $\omega=vq$ its square is proportional to

$$\frac{q^2}{\omega}=\frac{\omega}{v^2}.$$

This is the single power of $\Delta$ from the coupling.

It is assumed here that the phonon strain is uniform over the acceptor, which requires $qa\ll1$ for acceptor radius $a$. The same matrix $H$ then describes the phonon, with $s_{ij}$ in place of $\varepsilon_{ij}$. Only $W$ connects the doublets. Because $WW^\dagger$ and $W^\dagger W$ are the same multiple of the unit matrix, every initial state has the same total strength into the other doublet:

$$D=|p|^2+|r|^2=d^2(s_{xy}^2+s_{yz}^2+s_{zx}^2)+\tfrac34b^2(s_{xx}-s_{yy})^2.$$

No $\Delta$ appears, so the electronic factor adds no power. The squared matrix element, summed over the two final states, is

$$|M|^2=\frac{\hbar q^2}{2\rho V\omega}\,D.$$

## The golden rule

At $kT\ll\Delta$ emission is spontaneous. For one branch with isotropic speed $v$, the sum over wave vectors becomes $(V/2\pi^2)\int q^2dq$ times an average over directions, written $\langle\ \rangle$. This is the Debye density of modes, $V\omega^2/(2\pi^2v^3)$ per unit frequency, and it supplies the other two powers. Then

$$\Gamma_\lambda=\frac{2\pi}{\hbar}\,\frac{V}{2\pi^2}\int q^2dq\,\frac{\hbar q^2}{2\rho V vq}\langle D_\lambda\rangle\,\delta(\Delta-\hbar vq).$$

The volume cancels. The delta function sets $q=\Delta/(\hbar v)$ and contributes $1/(\hbar v)$:

$$\Gamma_\lambda=\frac{\langle D_\lambda\rangle q^3}{2\pi\rho\hbar v_\lambda^2}=\frac{\langle D_\lambda\rangle\,\Delta^3}{2\pi\rho\hbar^4v_\lambda^5}.$$

The averages use $\langle n_x^2\rangle=1/3$, $\langle n_x^4\rangle=1/5$ and $\langle n_x^2n_y^2\rangle=1/15$. For longitudinal modes $s_{ij}=n_in_j$, so $\langle s_{xy}^2\rangle=1/15$ and $\langle(s_{xx}-s_{yy})^2\rangle=2/5-2/15=4/15$. Hence

$$\langle D_L\rangle=\frac{3d^2}{15}+\frac34\cdot\frac{4b^2}{15}=\frac{b^2+d^2}{5}.$$

For the two transverse branches together, $\sum e_ie_j=\delta_{ij}-n_in_j$. This gives

$$\Big\langle\sum s_{xy}^2\Big\rangle=\tfrac14\langle n_x^2+n_y^2-4n_x^2n_y^2\rangle=\tfrac1{10},$$

$$\Big\langle\sum(s_{xx}-s_{yy})^2\Big\rangle=\langle n_x^2+n_y^2-n_x^4-n_y^4+2n_x^2n_y^2\rangle=\tfrac25,$$

so $\langle D_T\rangle=3(b^2+d^2)/10$. Adding the branches,

$$\boxed{\Gamma=\frac{(b^2+d^2)\,\Delta^3}{20\pi\rho\hbar^4}\left(\frac{2}{v_L^5}+\frac{3}{v_T^5}\right)}$$

This was tested against a direct sum over discrete phonons in a periodic box 30 transverse wavelengths wide, for the example's strain and for 0.6 of it. The exponent came out as 3.0000. The delta function was replaced by a Gaussian of relative width 0.05, which raises a cubic law by the factor $1+3(0.05)^2=1.0075$; the sum exceeded the formula by this factor.

## Other strain directions

For any strain, squaring $H$ gives $H^2=(c^2+|p|^2+|r|^2)\mathbb 1$. The quartet therefore splits into two doublets separated by $2\sqrt{c^2+|p|^2+|r|^2}$. Scaling a strain of fixed shape multiplies $H$ by a number, which changes $\Delta$ but not the states. The cube law thus survives for every fixed strain shape. Cubic elasticity does not alter this, because the sound speeds then depend on direction but still not on frequency.

The prefactor does change. $H$ is a sum of five real coefficients, namely $c$ and the real and imaginary parts of $p$ and $r$, each times a fixed matrix. Since $H^2$ contains no cross terms, these matrices anticommute in pairs and each squares to one. The part of the phonon coupling along the static combination moves the levels without causing decay; the four perpendicular parts cause decay.

For [001] strain these four are one $b$ component and three $d$ components. For [111] strain they are two of each. A squared $b$ component averages to $b^2/5$ for longitudinal modes and $3b^2/10$ for the transverse pair; a $d$ component gives $d^2/15$ and $d^2/10$. For [111] strain, $b^2+d^2$ is therefore replaced by $2b^2+2d^2/3$. Both equal $4b^2$ when $d=\sqrt3\,b$, so for isotropic sound the difference measures the departure from the spherical model. These averages assume isotropic sound; cubic elasticity weights the $b$ and $d$ components differently and changes the ratio even when $d=\sqrt3\,b$.

## Why decay within one doublet differs

Let $\psi$ and $T\psi$ be the time-reversed partners of one doublet, with $T^2=-1$. A strain operator $A$ commutes with $T$, and antiunitarity gives

$$\langle T\psi|A\psi\rangle=\langle TA\psi|T^2\psi\rangle=-\langle AT\psi|\psi\rangle=-\langle T\psi|A\psi\rangle=0.$$

The two strain-split doublets are not partners of this kind, so their matrix element survives at zero magnetic field. Within one doublet, a weak field of general direction mixes in the other doublet with amplitude proportional to the field, and hence to the Zeeman splitting $\delta$. The squared element gains $\delta^2$, and the spontaneous rate follows $\delta^5$. A calculation of this spontaneous rate with the field along [212] and Zeeman coefficients of 0.001 and 0.002 of $\Delta$ gave the exponent 5.000. The fifth power is the full emission law only for $kT\ll\delta$; for $kT\gg\delta$ thermal phonons turn this direct one-phonon rate into $\delta^4kT$. It need not be the dominant rate. A hole can also absorb a thermal phonon of energy near $\Delta$, visit the other doublet and return to the partner state, at a rate proportional to $e^{-\Delta/kT}$. For the germanium example below, at 0.10 K and Zeeman coefficient $0.002\Delta$, this two-step path gives about $10^3$ s⁻¹, against about $4\times10^{-3}$ s⁻¹ for the direct process.

## A germanium acceptor

Take $\Delta=0.100$ meV at 0.10 K, with rough values $b=1.5$ eV, $d=3.0$ eV, $\rho=5.32$ g/cm³ and $(C_{11},C_{12},C_{44})=(129,48,67)$ GPa. The spherical model would require $d=2.60$ eV.

The strain is $e=\Delta/(2b)=3.33\times10^{-5}$. Uniaxial [001] stress produces it at $e(C_{11}-C_{12})=2.70$ MPa. The isotropic averages $\rho v_L^2=(3C_{11}+2C_{12}+4C_{44})/5$ and $\rho v_T^2=(C_{11}-C_{12}+3C_{44})/5$ give $v_L=5.313$ km/s and $v_T=3.256$ km/s.

The emitted transverse phonon has a wavelength of 134.7 nm, so $q_T=4.67\times10^7$ m⁻¹. With $\langle D_T\rangle=0.3\times11.25=3.375$ eV² $=8.66\times10^{-38}$ J²,

$$\Gamma_T=\frac{(8.66\times10^{-38})(4.67\times10^{7})^3}{2\pi(5320)(1.055\times10^{-34})(3256)^2}\approx2.4\times10^8\ \mathrm{s^{-1}}.$$

The longitudinal part is $1.4\times10^7$ s⁻¹. Transverse phonons carry about 95 % of the decay, mainly because the slower sound enters as $v^{-5}$. The total is $2.5\times10^8$ s⁻¹, a lifetime of 4.0 ns. For [111] strain at the same splitting the isotropic formula gives 0.933 times this rate. That ratio does not survive the elastic anisotropy of germanium: with cubic sound the [111] rate is about 1.11 times the [001] rate.

## Where the cube law ends

**Small splitting.** Thermal phonons multiply emission by $1+n$, with $n=1/(e^{\Delta/kT}-1)$. For $kT\gg\Delta$ this is about $kT/\Delta$, and the one-phonon rate follows $\Delta^2kT$. "Low temperature" therefore means low compared with $\Delta/k=1.16$ K. At 0.10 K, $n\approx9\times10^{-6}$; at 4.2 K the factor $1+n$ is already 4.14. At 0.10 K but $\Delta=0.02$ meV, the local exponent has dropped to about 2.7.

**Large splitting.** When the phonon wavelength approaches the acceptor size, the strain varies across the hole and its effect partly averages out. For a 1s envelope each branch is multiplied by $F^2$, with $F=[1+(qa/2)^2]^{-2}$. This lowers its exponent by $2(qa)^2/[1+(qa/2)^2]$. With $a=4$ nm, $q_Ta=0.187$ in the example and the rate falls by 3 %. At 0.5 meV the local exponent is 1.64. At 1 meV it is $-0.40$: in this 1s model the rate has stopped growing. That last value is only indicative, since $\Delta$ is then about a seventh of the rough 7 meV excitation energy, and mixing with excited states is no longer small. The 1s envelope is also a simplification, because the ground state of a germanium acceptor has a sizable d-like part. In a spherical effective-mass model that includes it, the 3 % reduction becomes about 2 %. The exponents then depend on the dielectric constant and on the volume-change term, which can couple the doublets once the strain varies across the hole. For a dielectric constant of 15.4 to 16 and a volume deformation potential within ±2 eV, the exponent at 0.5 meV is about 1.65 to 1.83; within ±6 eV it is 1.6 to 1.9. Using the cubic band instead of the spherical one adds about 0.1. At 1 meV the spherical range for ±6 eV is roughly $-1$ to $+0.5$, so even its sign is not fixed there.

**The real crystal.** Replacing isotropic by cubic elasticity lowers the example's [001] rate by about 2 %. The small size is a cancellation: the $b$ component is enhanced and the $d$ components are reduced. For [111] strain the rate rises by about 17 %. The uncertainty of the inputs matters more: at fixed $\Delta$, raising both deformation potentials by 30 % multiplies the rate by 1.69. The estimate also assumes that every acceptor feels the same strain. Defects and other impurities add internal strains, so $\Delta$ varies from site to site. If the strain shape stays fixed and $\Delta$ has a symmetric relative spread $\sigma$, the mean rate rises by the factor $1+3\sigma^2$, or 3 % for $\sigma=0.1$, and the population no longer decays as a single exponential. Interactions between acceptors are left out, so the estimate applies to dilute doping. The full numerical output follows.

## Computed values

```
INPUTS (rough values for a shallow acceptor in Ge)
b, d: 1.5, 3.0 eV; spherical d: 2.60 eV
density: 5.32 g/cm3
C11, C12, C44: 129, 48, 67 GPa
acceptor radius: 4.0 nm
excitation energy: 7.0 meV
lattice constant: 0.566 nm
splitting: 0.100 meV; temperature: 0.10 K
RESULTS, isotropic sound, point-like acceptor
vL, vT: 5.313, 3.256 km/s
static strain ezz-exx: 3.333e-05
uniaxial [001] stress: 2.70 MPa
splitting / k: 1.160 K
phonon frequency: 24.18 GHz
wavelength L, T: 219.7, 134.7 nm
mean squared element L: 2.250 eV^2
mean squared element, both T: 3.375 eV^2
rate L: 1.357e+07 1/s; rate T: 2.355e+08 1/s
transverse share: 94.6 %
total rate: 2.491e+08 1/s; lifetime: 4.01 ns
TESTS OF THE LAW
box sum / formula: 1.0075
exponent from box sum: 3.0000
exponent, general strain, cubic sound: 3.0000
exponent inside a Kramers doublet: 5.000
exponent for kT = 1000 splittings: 2.0005
rate [111] / rate [001], equal splitting: 0.9333
NEGLECTED EFFECTS at the example's splitting
rate with cubic elasticity: 2.448e+08 1/s
lifetime with cubic elasticity: 4.08 ns
cubic / isotropic rate: 0.983
angular mesh shift, order 16 to 32: 2.3e-08
q times radius L, T: 0.114, 0.187
rate factor from acceptor size: 0.9671
thermal phonon number: 9.12e-06
emission factor 1+n at 4.2 K: 4.14
splitting / excitation energy: 0.0143
qT / Debye wave number: 0.0043
hbar * rate / splitting: 1.64e-03
TABLE at 0.1 K: isotropic sound; last two with size and 1+n
splitting meV | cube law 1/s | extended 1/s | local exponent
0.02 | 1.993e+06 | 2.207e+06 | 2.745
0.05 | 3.113e+07 | 3.097e+07 | 2.966
0.10 | 2.491e+08 | 2.409e+08 | 2.933
0.20 | 1.993e+09 | 1.746e+09 | 2.740
0.50 | 3.113e+10 | 1.463e+10 | 1.640
1.00 | 2.491e+11 | 2.360e+10 | -0.399
```
